**Ramp-voltage Weibull shape from constant-voltage switching**

For constant-voltage switching times with Weibull shape `b` and characteristic time proportional to `V^(-n)`, a linear ramp from zero gives a Weibull switching voltage with shape `s = b(n+1)`, provided that voltage multiplies all microscopic rates by one common factor. `V63` is the voltage at which about 63% of the cells have switched, and `R` is the ramp rate. The program asserts the ramp law against an average over frozen random rates, and the underlying change of clock against a three-stage rate equation solved on the ramp. It also simulates 100,000 cells step by step; the fitted shape is 15.502 with a standard error of about 0.038, which agrees with `b(n+1)` = 15.50 and excludes `bn` = 15.00 and `bn+1` = 16.00. Further assertions cover the recovery of `n` and `b` from two ramp rates, a hazard that depends on time since the ramp began, a quadratic sweep, a late ramp start and exponential acceleration. The output shows that the alternative hazard keeps the shape but raises `V63` from 0.5712 V to 0.6381 V. It also shows that power-law and exponential acceleration, matched at 0.50 V, predict ten-year read disturbs at 0.20 V of 1.89% and 88.8%.

## Numerical verification

```python
# RESULT UNDER TEST
# Constant voltage V: F(t) = 1 - exp(-(t/tau)^b), tau = tau0*(V/V0)^(-n).
# If voltage multiplies all microscopic rates by a(V) = (V/V0)^n, a linear ramp
# V = R*t from zero gives F(V) = 1 - exp(-(V/V63)^s), with
# s = b*(n+1) and V63 = ((n+1)*R*tau0*V0^n)^(1/(n+1)).
# b: time shape; n: acceleration exponent; R: ramp rate (V/s);
# exposure x: integral of a(V(t)) dt / tau0; V63: voltage where F = 1 - 1/e.
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gammainc

b, n, tau0, V0, R = 0.5, 30.0, 1.0, 0.5, 1.0
s = b * (n + 1)
V63 = ((n + 1) * R * tau0 * V0**n) ** (1 / (n + 1))


def power(V):
    return (V / V0) ** n


def exponential(V):
    return np.exp(n * (V / V0 - 1))


def exposure(V, accel=power, rate=R, start=0.0):
    """Exposure on a linear ramp, by quadrature of its definition."""
    return quad(accel, start, V, epsabs=0, epsrel=1e-11, limit=200)[0] / (rate * tau0)


def quantile(F, accel=power, rate=R):
    """Ramp voltage at switched fraction F, by root search on the exposure."""
    target = (-np.log1p(-F)) ** (1 / b)
    return brentq(lambda V: np.log(exposure(V, accel, rate) / target),
                  0.05, 1.5, xtol=1e-13)


def local_slope(V, accel=power, start=0.0):
    """Slope d ln(-ln(1-F)) / d ln V by central difference."""
    h = 1e-4
    up = exposure(V * np.exp(h), accel, R, start)
    down = exposure(V * np.exp(-h), accel, R, start)
    return b * np.log(up / down) / (2 * h)


def frozen_rate_fraction(x):
    """Switched fraction for memoryless cells with rate factor 1/(2 Z^2)."""
    def f(z):
        return (2 * np.exp(-z * z / 2) / np.sqrt(2 * np.pi)
                * -np.expm1(-x / (2 * z * z)))
    edges = [0, 0.003, 0.03, 0.3, 1, 3, 12]
    return sum(quad(f, lo, hi, epsabs=1e-13, epsrel=1e-10, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


F63 = 1 - np.exp(-1)

# Frozen random rates: constant-voltage Weibull law, then the ramp law.
for x in (1e-4, 0.1, 1.0, 5.0):
    assert abs(frozen_rate_fraction(x) + np.expm1(-np.sqrt(x))) < 1e-8
for V in (0.42, 0.50, 0.57, 0.62):
    ramp_F = frozen_rate_fraction(exposure(V))
    assert abs(ramp_F + np.expm1(-(V / V63) ** s)) < 1e-8

# Clock change outside the Weibull family: three successive events on a ramp.
def chain(t, p):
    rate_now = power(R * t) / tau0
    return rate_now * np.array([-p[0], p[0] - p[1], p[1] - p[2], p[2]])

checks = np.array([0.50, 0.54, 0.57, 0.60])
sol = solve_ivp(chain, (0, 0.60 / R), [1, 0, 0, 0], t_eval=checks / R,
                method="DOP853", rtol=1e-10, atol=1e-13, max_step=0.01)
assert sol.success
assert np.allclose(sol.y[3], gammainc(3, (checks / V63) ** (n + 1)), atol=1e-7)

# Step-by-step stochastic switching; the shape is fitted by maximum likelihood.
rng = np.random.default_rng(12345)
cells, dV = 100000, 1e-3
factor = 1 / (2 * rng.standard_normal(cells) ** 2)
switched, V = [], dV / 2
while factor.size:
    hit = rng.standard_exponential(factor.size) < factor * power(V) * dV / (R * tau0)
    switched.append(np.full(np.count_nonzero(hit), V))
    factor, V = factor[~hit], V + dV
volts = np.concatenate(switched)
logs = np.log(volts / volts.mean())

def likelihood_equation(q):
    w = np.exp(q * logs)
    return np.sum(w * logs) / np.sum(w) - 1 / q - logs.mean()

s_fit = brentq(likelihood_equation, 5, 40)
V63_fit = volts.mean() * np.mean(np.exp(s_fit * logs)) ** (1 / s_fit)
s_err = s_fit * np.sqrt(6) / np.pi / np.sqrt(cells)  # large-sample error
assert abs(s_fit - s) < 4 * s_err
assert abs(s_fit - b * n) > 6 * s_err and abs(s_fit - b * n - 1) > 6 * s_err
assert abs(V63_fit / V63 - 1) < 2e-3

# Two ramp rates recover n, then the time shape.
V63_num, V63_fast = quantile(F63), quantile(F63, rate=10 * R)
n_found = np.log(10) / np.log(V63_fast / V63_num) - 1
b_found = local_slope(V63_num) / (n_found + 1)
assert abs(V63_num / V63 - 1) < 1e-9
assert abs(n_found - n) < 1e-6 and abs(b_found - b) < 1e-6

# Other rule: hazard depends on present voltage and time since ramp start.
def clock_hazard_sum(V):
    return quad(lambda t: b * t ** (b - 1) * (power(R * t) / tau0) ** b,
                0, V / R, epsabs=0, epsrel=1e-10)[0]

V63_clock = brentq(lambda V: np.log(clock_hazard_sum(V)), 0.3, 1.2, xtol=1e-13)
s_clock = np.log(clock_hazard_sum(0.6) / clock_hazard_sum(0.5)) / np.log(0.6 / 0.5)
assert abs(s_clock - s) < 1e-7
assert abs(V63_clock / V63 - (n + 1) ** ((1 - b) / s)) < 1e-8

# Quadratic sweep V = c*t^2, with c = 1 V/s^2.
def quadratic_exposure(V):
    return quad(lambda t: power(t * t) / tau0, 0, np.sqrt(V),
                epsabs=0, epsrel=1e-11)[0]

s_quad = b * np.log(quadratic_exposure(0.6) / quadratic_exposure(0.5)) / np.log(1.2)
assert abs(s_quad - b * (n + 0.5)) < 1e-7

# Late start of the ramp.
V01 = quantile(0.01)
late_start = 0.40
s_late = local_slope(V01, start=late_start)
assert abs(s_late / (s / (1 - (late_start / V01) ** (n + 1))) - 1) < 1e-3

# Exponential acceleration with the same value and log slope at V0.
V63_exp, V01_exp = quantile(F63, exponential), quantile(0.01, exponential)
s63_exp, s01_exp = local_slope(V63_exp, exponential), local_slope(V01_exp, exponential)
for V, slope in ((V63_exp, s63_exp), (V01_exp, s01_exp)):
    assert abs(slope - b * n * V / V0 / (1 - np.exp(-n * V / V0))) < 1e-3
V_read, ten_years = 0.20, 10 * constants.year
disturb_power = -np.expm1(-(ten_years * power(V_read) / tau0) ** b)
disturb_exp = -np.expm1(-(ten_years * exponential(V_read) / tau0) ** b)

# Staircase with the same mean ramp rate.
step = 0.010
stairs = step * np.arange(1, 81)
stair_x = np.cumsum(power(stairs)) * step / (R * tau0)
V63_stair = np.exp(np.interp(0, np.log(stair_x), np.log(stairs)))
lo, hi = 41, 62
s_stair = b * np.log(stair_x[hi] / stair_x[lo]) / np.log(stairs[hi] / stairs[lo])
assert abs(V63_stair - (V63 - step / 2)) < 0.1 * step

# Self-heating, series resistance and temperature of use.
kB = constants.k / constants.e
T_room, T_hot, Ea = 300.0, 358.0, 1.0
R_cell, R_series, R_thermal = 1e5, 3e3, 1e6

def heated(V):
    T = T_room + R_thermal * V * V / R_cell
    return power(V) * np.exp(Ea / kB * (1 / T_room - 1 / T))

rise = R_thermal * V63**2 / R_cell
s_heated = local_slope(V63, heated)
estimate = b * 2 * rise * Ea / (kB * (T_room + rise) ** 2)
# The estimate takes heating at one voltage; exposure averages just below it.
assert abs((s_heated - s) / estimate - 1) < 0.10

ratio = 1 + R_series / R_cell
V63_series = quantile(F63, lambda V: power(V / ratio))
assert abs(V63_series / V63 - ratio ** (n / (n + 1))) < 1e-8

speedup = np.exp(Ea / kB * (1 / T_room - 1 / T_hot))
V63_hot = quantile(F63, lambda V: speedup * power(V))
assert abs(V63_hot / V63 - speedup ** (-1 / (n + 1))) < 1e-8
s_hot = b * (n * T_room / T_hot + 1)
gap_nm = 2.0
field = V63 / (gap_nm * 1e-7) / 1e6

print("INPUTS (rough values, HfO2 filamentary cell, SET)")
print(f"time shape b = {b:.2f}; acceleration exponent n = {n:.0f}")
print(f"tau0 = {tau0:.1f} s at V0 = {V0:.2f} V; ramp rate R = {R:.1f} V/s")
print("MAIN RESULT")
print(f"ramp shape b(n+1) = {s:.2f}")
print(f"rejected shapes: bn = {b*n:.2f}, bn+1 = {b*n+1:.2f}")
print(f"V63 formula = {V63:.4f} V; from quadrature = {V63_num:.4f} V")
print(f"voltage at 1% switched = {V01:.4f} V")
print(f"switching time tau at 1 V = {tau0/power(1.0)*1e9:.3f} ns")
print("STOCHASTIC SIMULATION")
print(f"cells = {cells}; voltage step = {dV*1e3:.1f} mV")
print(f"fitted shape = {s_fit:.3f}, rough standard error {s_err:.3f}")
print(f"fitted V63 = {V63_fit:.4f} V")
print("TWO RAMP RATES")
print(f"V63 at {10*R:.0f} V/s = {V63_fast:.4f} V")
print(f"V63 ratio per decade of rate = {V63_fast/V63_num:.4f}")
print(f"recovered n = {n_found:.3f}; recovered b = {b_found:.4f}")
print("OTHER RULE AND OTHER SWEEPS")
print(f"time-since-start hazard: shape = {s_clock:.2f}, V63 = {V63_clock:.4f} V")
print(f"its V63 over the exposure-rule V63 = {V63_clock/V63:.4f}")
print(f"quadratic sweep shape = {s_quad:.2f}")
print(f"start at {late_start:.2f} V: local slope at {V01:.4f} V = {s_late:.2f}")
print("EXPONENTIAL ACCELERATION, MATCHED AT V0")
print(f"V63 = {V63_exp:.4f} V, local slope there = {s63_exp:.2f}")
print(f"1% voltage = {V01_exp:.4f} V, local slope there = {s01_exp:.2f}")
print(f"10-year disturb at {V_read:.2f} V, power law = {100*disturb_power:.2f} %")
print(f"10-year disturb at {V_read:.2f} V, exponential = {100*disturb_exp:.1f} %")
print("OTHER NEGLECTED EFFECTS")
print(f"staircase step {step*1e3:.0f} mV: V63 = {V63_stair:.4f} V")
print(f"staircase slope, {stairs[lo]:.2f} to {stairs[hi]:.2f} V = {s_stair:.2f}")
print(f"cell resistance = {R_cell/1e3:.0f} kohm; series = {R_series/1e3:.0f} kohm")
print(f"thermal resistance = {R_thermal:.1e} K/W; activation = {Ea:.1f} eV")
print(f"self-heating at V63 = {rise:.2f} K; heated local slope = {s_heated:.2f}")
print(f"V63 with series resistance = {V63_series:.4f} V")
print(f"speed-up from {T_room:.0f} K to {T_hot:.0f} K = {speedup:.0f} times")
print(f"V63 at {T_hot:.0f} K, same n = {V63_hot:.4f} V")
print(f"shape at {T_hot:.0f} K if n falls as 1/T = {s_hot:.2f}")
print(f"gap = {gap_nm:.1f} nm; mean gap field at V63 = {field:.2f} MV/cm")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (rough values, HfO2 filamentary cell, SET)
time shape b = 0.50; acceleration exponent n = 30
tau0 = 1.0 s at V0 = 0.50 V; ramp rate R = 1.0 V/s
MAIN RESULT
ramp shape b(n+1) = 15.50
rejected shapes: bn = 15.00, bn+1 = 16.00
V63 formula = 0.5712 V; from quadrature = 0.5712 V
voltage at 1% switched = 0.4245 V
switching time tau at 1 V = 0.931 ns
STOCHASTIC SIMULATION
cells = 100000; voltage step = 1.0 mV
fitted shape = 15.502, rough standard error 0.038
fitted V63 = 0.5711 V
TWO RAMP RATES
V63 at 10 V/s = 0.6152 V
V63 ratio per decade of rate = 1.0771
recovered n = 30.000; recovered b = 0.5000
OTHER RULE AND OTHER SWEEPS
time-since-start hazard: shape = 15.50, V63 = 0.6381 V
its V63 over the exposure-rule V63 = 1.1171
quadratic sweep shape = 15.25
start at 0.40 V: local slope at 0.4245 V = 18.41
EXPONENTIAL ACCELERATION, MATCHED AT V0
V63 = 0.5682 V, local slope there = 17.05
1% voltage = 0.4149 V, local slope there = 12.45
10-year disturb at 0.20 V, power law = 1.89 %
10-year disturb at 0.20 V, exponential = 88.8 %
OTHER NEGLECTED EFFECTS
staircase step 10 mV: V63 = 0.5664 V
staircase slope, 0.42 to 0.63 V = 15.36
cell resistance = 100 kohm; series = 3 kohm
thermal resistance = 1.0e+06 K/W; activation = 1.0 eV
self-heating at V63 = 3.26 K; heated local slope = 15.89
V63 with series resistance = 0.5878 V
speed-up from 300 K to 358 K = 527 times
V63 at 358 K, same n = 0.4667 V
shape at 358 K if n falls as 1/T = 13.07
gap = 2.0 nm; mean gap field at V63 = 2.86 MV/cm
ALL CHECKS PASSED
```
